# Error-Function Dopant Profile at a Straight Opaque Implantation Mask Edge

**Q.** An opaque mask stops every ion that strikes it. Under the mask the dopant concentration should then be zero, and in the window it should have its full value. Why should there be anything between the two?

**A.** The mask decides where ions enter the target, not where they come to rest. Collisions displace each ion sideways while it slows down. Ions entering close to the edge can therefore stop beneath the mask, and the window loses those ions.

Take the target surface as the plane \(z=0\), with depth \(z\) positive inwards. The edge runs along \(y\), the mask covers \(x<0\), and the window is \(x>0\). For now the window extends far beyond the range of sideways displacement. The beam delivers a uniform fluence \(\Phi\), the number of ions per unit area. The mask edge is sharp and vertical, casts no shadow and scatters no ions into the target.

**Q.** What do you assume about the stopping positions? A deep ion and a shallow one need not have the same sideways spread.

**A.** They need not. For an ion entering at \((x',y')\), write the probability density of its resting place as

\[
p=h(z)\,G(x-x',y-y';z).
\]

Here \(h(z)\) is the density in depth per incident ion, and \(G\) is the lateral density among ions that stop at depth \(z\). It is normalized at each depth:

\[
\iint G(u,v;z)\,du\,dv=1 .
\]

This form allows the lateral spread to depend on depth. It does assume that the target is laterally uniform, so that only the displacement from the entry point matters. If the ions also act independently, their contributions add:

\[
C(x,z)=\Phi h(z)\int_{0}^{\infty}dx'\int_{-\infty}^{\infty}dy'\,
G(x-x',y-y';z).
\]

Without a mask, \(x'\) runs over the whole axis. The double integral is then one, so the open-area concentration is

\[
C_{\rm open}(z)=\Phi h(z).
\]

The depth distribution therefore cancels from \(C/C_{\rm open}\), provided both concentrations are taken at the same depth.

**Q.** You still have a two-dimensional integral. Where does the Gaussian enter, and is its width a radial one?

**A.** I take the lateral response at fixed depth to be an isotropic Gaussian centred on the entry point:

\[
G(u,v;z)=\frac{1}{2\pi\sigma^2}
\exp\!\left(-\frac{u^2+v^2}{2\sigma^2}\right),
\qquad \sigma=\sigma(z).
\]

The width \(\sigma\) is the standard deviation along one axis. The mean square radial displacement is \(\langle u^2+v^2\rangle=2\sigma^2\), so a quoted radial root-mean-square width must be divided by \(\sqrt2\) before it is used here.

The mask does not restrict \(y'\). Since \(\int_{-\infty}^{\infty}e^{-v^2/(2\sigma^2)}dv=\sqrt{2\pi}\,\sigma\), integration along the edge leaves

\[
g(u)=\frac{\sqrt{2\pi}\,\sigma}{2\pi\sigma^2}e^{-u^2/(2\sigma^2)}
=\frac{1}{\sqrt{2\pi}\,\sigma}e^{-u^2/(2\sigma^2)} .
\]

**Q.** Please keep track of the sign when you integrate over the window. A reversed sign would put the dopant under the mask.

**A.** Define \(F(x)=C(x,z)/C_{\rm open}(z)\) and set \(u=x-x'\), so that \(dx'=-du\). The entry point \(x'=0\) corresponds to \(u=x\), and \(x'\to\infty\) corresponds to \(u\to-\infty\). Hence

\[
F(x)=\int_0^\infty g(x-x')\,dx'
=-\int_x^{-\infty}g(u)\,du
=\int_{-\infty}^{x}g(u)\,du .
\]

Split the last integral at zero. The part below zero is \(1/2\), because \(g\) is even and has unit area. In the other part put \(u=\sqrt2\,\sigma q\), so that \(du=\sqrt2\,\sigma\,dq\):

\[
\int_0^xg(u)\,du
=\frac{\sqrt2\,\sigma}{\sqrt{2\pi}\,\sigma}
\int_0^{x/(\sqrt2\sigma)}e^{-q^2}dq
=\frac12\operatorname{erf}\!\left(\frac{x}{\sqrt2\,\sigma}\right).
\]

The last equality uses \(\operatorname{erf}(a)=(2/\sqrt\pi)\int_0^a e^{-q^2}dq\). Therefore

\[
C(x,z)=\frac{C_{\rm open}(z)}2
\left[1+\operatorname{erf}\!\left(\frac{x}{\sqrt2\,\sigma(z)}\right)\right].
\]

Far under the mask the error function tends to \(-1\) and \(C\to0\). Far inside the window it tends to \(+1\) and \(C\to C_{\rm open}\). The sign is right.

**Q.** At the edge this gives \(C(0,z)=C_{\rm open}(z)/2\). Is that a property of the Gaussian?

**A.** No, it follows from symmetry. Suppose \(g\) is any normalized density with \(g(-u)=g(u)\). Its integrals over the two half-axes are equal and add to one, so

\[
F(0)=\int_{-\infty}^{0}g(u)\,du=\frac12 .
\]

In physical terms, a point below the edge receives ions from one side only, and the missing side would have supplied an equal number.

The shape away from the edge does depend on \(g\). A heavy-tailed response proportional to \((1+r^2/4\sigma^2)^{-4}\), where \(r\) is the radial displacement, has the same variance \(\sigma^2\) along each axis. Numerically it also gives \(0.500000\) at the edge. At \(x=-3\sigma\), however, it gives \(0.00520\), against \(0.00135\) for the Gaussian, which is nearly four times as much. Agreement at the edge, even together with the correct variance, does not validate the tail under the mask.

**Q.** Then what would spoil the half value?

**A.** A sideways shift of the whole response would. Let the response be centred at \(+s\), towards the window, so that \(g(u)\) is replaced by \(g(u-s)\). With \(w=u-s\),

\[
\int_{-\infty}^{x}g(u-s)\,du=\int_{-\infty}^{x-s}g(w)\,dw=F(x-s).
\]

Since the error function is odd, the edge value becomes

\[
F(-s)=\frac12\left[1-\operatorname{erf}\!\left(\frac{s}{\sqrt2\,\sigma}\right)\right].
\]

For \(\sigma=30\) nm and \(s=10\) nm this is \(0.369\). The whole profile has moved 10 nm into the window. A tilted beam produces such a shift, so the centred response assumes normal incidence: a tilt of 7° across the edge displaces ions stopping near 100 nm depth by roughly \(100\tan7^\circ\approx12\) nm, to one side or the other, and can also cast a shadow. A skewed response can also spoil the half value, even if its mean displacement is zero: \(F(0)\) is the fraction of ions displaced towards the mask, and for a skewed response that fraction need not be one half.

A leaking mask also changes the result. Suppose ions passing through it would alone produce a concentration \(C_{\rm m}(z)\) far under the mask. If their lateral response is even too, each half-plane supplies half of its own far value at the edge:

\[
C(0,z)=\frac{C_{\rm open}(z)+C_{\rm m}(z)}2 .
\]

This equals \(C_{\rm open}/2\) when \(C_{\rm m}=0\), which is where opacity enters.

**Q.** Give me numbers. How wide is the transition?

**A.** Take round model parameters: \(\Phi=10^{14}\ {\rm cm^{-2}}\), a Gaussian depth distribution with mean 100 nm and standard deviation 35 nm, and \(\sigma=30\) nm. The small part of the depth Gaussian above the surface counts as ions not retained. At the mean depth,

\[
C_{\rm open}=\frac{10^{14}\ {\rm cm^{-2}}}
{\sqrt{2\pi}\,(35\times10^{-7}\ {\rm cm})}
=1.14\times10^{19}\ {\rm cm^{-3}} .
\]

The edge concentration is half of this, \(5.70\times10^{18}\ {\rm cm^{-3}}\), or \(5.70\times10^{-3}\ {\rm nm^{-3}}\). One \(\sigma\) under the mask the fraction is \(0.159\), and two \(\sigma\) under it is \(0.0228\).

For the width, solve \(F=0.9\). This requires \(\operatorname{erf}(x/\sqrt2\sigma)=0.8\), so \(x_{90}=\sqrt2\,\sigma\,\operatorname{erf}^{-1}(0.8)\). By oddness \(x_{10}=-x_{90}\), and

\[
x_{90}-x_{10}=2\sqrt2\,\sigma\,\operatorname{erf}^{-1}(0.8)=76.9\ {\rm nm}.
\]

The slope at the edge is the integrand at its upper limit:

\[
F'(0)=g(0)=\frac1{\sqrt{2\pi}\,\sigma}=0.0133\ {\rm nm^{-1}} .
\]

As \(\sigma\to0\) the slope diverges and the profile tends to your original step at every \(x\ne0\). The value at \(x=0\) remains one half throughout.

These formulas were tested against direct two-dimensional sums over entry points. For \(\sigma=20\), 30 and 45 nm, the largest difference in \(C/C_{\rm open}\) at the sampled positions was about \(9\times10^{-16}\). That tests the integration, not whether a real target has a Gaussian response.

**Q.** Does the dopant under the mask come out of the window, or has the formula created extra dopant?

**A.** It comes out of the window. Integrate by parts, using \(F'=g\):

\[
\int_{-\infty}^{0}F(x)\,dx
=\Big[xF(x)\Big]_{-\infty}^{0}-\int_{-\infty}^{0}x\,g(x)\,dx .
\]

The boundary term vanishes at \(x=0\). For negative \(x\),

\[
|x|F(x)=\int_{-\infty}^{x}|x|g(u)\,du
\le\int_{-\infty}^{x}|u|g(u)\,du ,
\]

which tends to zero as \(x\to-\infty\), so the other boundary term vanishes as well. In the remaining integral, \(g'(x)=-xg(x)/\sigma^2\), hence \(-xg=\sigma^2g'\) and

\[
\int_{-\infty}^{0}F\,dx=\sigma^2\big[g(x)\big]_{-\infty}^{0}
=\frac{\sigma}{\sqrt{2\pi}}=11.97\ {\rm nm}.
\]

The dopant under the mask at this depth would fill a strip 11.97 nm wide at the full open-area concentration. Because the error function is odd, \(1-F(x)=F(-x)\). The deficit in the window is therefore

\[
\int_0^\infty[1-F(x)]\,dx=\int_{-\infty}^{0}F(x)\,dx ,
\]

the same 11.97 nm. Lateral scattering has redistributed the dopant and conserved its amount.

**Q.** A device designer may care about a low concentration, not the half value. How far under the mask does the implant reach a background level \(C_B\)?

**A.** Set \(C(x_B,z)=C_B\), with \(0<C_B<C_{\rm open}(z)\). Rearranging the profile gives

\[
\operatorname{erf}\!\left(\frac{x_B}{\sqrt2\,\sigma}\right)
=\frac{2C_B}{C_{\rm open}}-1 ,
\]

and, since the inverse error function is odd,

\[
x_B=-\sqrt2\,\sigma\,\operatorname{erf}^{-1}
\left(1-\frac{2C_B}{C_{\rm open}}\right).
\]

The contour lies under the mask if \(C_B<C_{\rm open}/2\), and in the window if \(C_B\) is larger than that. For \(C_B=10^{17}\ {\rm cm^{-3}}\) at the mean depth, \(C_B/C_{\rm open}=0.00877\) and \(x_B=-71.3\) nm. The contour is thus about \(2.4\sigma\) under the mask. At this distance the heavy-tailed response gives about 1.5 times the Gaussian fraction, and its contour lies at \(-79.5\) nm. The position therefore depends on the assumed tail, whereas the half value, for an opaque mask and a wide window, needs only an even response.

**Q.** Real windows have two edges. Is the concentration at each edge still half?

**A.** Only approximately, and only for a wide window. For \(0<x'<W\), subtract the ions that would have entered beyond \(W\):

\[
\frac{C}{C_{\rm open}}=F(x)-F(x-W)
=\frac12\left[\operatorname{erf}\!\left(\frac{x}{\sqrt2\,\sigma}\right)
+\operatorname{erf}\!\left(\frac{W-x}{\sqrt2\,\sigma}\right)\right].
\]

The constants \(1/2\) cancel, and oddness changes the sign in the second term. At an edge and at the centre this gives

\[
\frac{C(0)}{C_{\rm open}}=\frac12\operatorname{erf}\!\left(\frac{W}{\sqrt2\,\sigma}\right),
\qquad
\frac{C(W/2)}{C_{\rm open}}=\operatorname{erf}\!\left(\frac{W}{2\sqrt2\,\sigma}\right).
\]

With \(\sigma=30\) nm:

| \(W\) (nm) | Edge | Centre |
|---:|---:|---:|
| 30 | 0.341 | 0.383 |
| 60 | 0.477 | 0.683 |
| 90 | 0.499 | 0.866 |
| 180 | 0.500 | 0.997 |

At \(W=90\) nm the edge is already close to half the open-area value, while the centre is still well below that value. The edge lies a full width \(W\) from the other mask, but the centre lies only \(W/2\) from both. The centre of a narrow window is therefore not a substitute for the open-area reference.

In the opposite limit, \(W\ll\sigma\), use \(\operatorname{erf}(a)\simeq2a/\sqrt\pi\). Both expressions become \(W/(\sqrt{2\pi}\,\sigma)\). The edge then has nearly the same concentration as the centre, and both are small compared with \(C_{\rm open}\).

**Q.** The wafer is annealed afterwards. Surely diffusion destroys this result.

**A.** It widens the profile, but in a simple case it keeps the form. Return to the wide window and assume a constant, isotropic diffusivity \(D\), the same everywhere, with no dopant flux through the surface. Assume also that \(\sigma\) is the same at all depths. Try \(C=A(z,t)L(x,t)\), with

\[
\frac{\partial A}{\partial t}=D\frac{\partial^2A}{\partial z^2},
\qquad
\frac{\partial L}{\partial t}=D\frac{\partial^2L}{\partial x^2}.
\]

The product rule then gives

\[
\frac{\partial C}{\partial t}
=L\,D\frac{\partial^2A}{\partial z^2}+A\,D\frac{\partial^2L}{\partial x^2}
=D\left(\frac{\partial^2C}{\partial z^2}+\frac{\partial^2C}{\partial x^2}\right),
\]

as required. The initial values are \(A=C_{\rm open}(z)\) and \(L=F(x)\), and the surface condition \(\partial A/\partial z=0\) involves \(A\) alone.

To find \(L\), regard \(g\) as a function of its variance \(V\), so that \(g=(2\pi V)^{-1/2}e^{-u^2/(2V)}\). Direct differentiation gives

\[
\frac{\partial g}{\partial V}
=\left(\frac{u^2}{2V^2}-\frac1{2V}\right)g
=\frac12\frac{\partial^2g}{\partial u^2}.
\]

If \(V=\sigma^2+2Dt\), then \(dV/dt=2D\), and \(g\) obeys the diffusion equation. So does its integral over entry points, which is \(L\). Hence

\[
L(x,t)=\frac12\left[1+\operatorname{erf}\!\left(
\frac{x}{\sqrt{2(\sigma^2+2Dt)}}\right)\right].
\]

Far inside the window \(L\to1\), so \(A(z,t)\) is the annealed open-area profile. The edge holds half of that new value, not half of the value before annealing.

For \(Dt=200\ {\rm nm^2}\), the lateral width becomes \(\sqrt{900+400}=36.1\) nm, and the 10–90 % width grows from 76.9 to 92.4 nm. At \(x=-60\) nm the fraction rises from \(0.023\) to \(0.048\). The concentration itself generally changes by a different factor, which depends on depth, because the open-area reference also changes.

A two-dimensional diffusion calculation with a reflecting surface gave \(0.500000\) at the edge, at the grid depth nearest the mean depth. Over the depths compared, down to 300 nm, it differed from the formula by at most \(1.4\times10^{-4}\) of the annealed open-area value at the same depth.

**Q.** And if \(\sigma\) varies with depth, as you allowed at the start?

**A.** Then the product form fails even before the anneal, because \(F\) depends on depth through \(\sigma(z)\). Diffusion in depth then mixes layers with different lateral widths. The profile is in general no longer a single error function, but the half value survives. Consider

\[
S(x,z,t)=C(x,z,t)+C(-x,z,t).
\]

Before annealing \(S=C_{\rm open}(z)\), since \(F(x)+F(-x)=1\) at each depth. The diffusion equation is linear and unchanged by \(x\to-x\), so \(S\) obeys it with the same surface condition. It therefore evolves as the open-area profile does, and setting \(x=0\) gives \(2C(0,z,t)=C_{\rm open}(z,t)\).

This argument needs linearity, which is not assured for the example above: in silicon a peak near \(10^{19}\ {\rm cm^{-3}}\) is comparable to the intrinsic carrier density at usual anneal temperatures, where dopant diffusivities begin to depend on concentration. If \(D\) depends on concentration, the sum of two solutions need not be a solution, and neither the half value nor the error function is guaranteed after the anneal. The same caution applies if the surface or the diffusivity differs between the masked and open sides, because the mirror symmetry is then lost.

## Calculated quantities

```
Fluence: 1.000e+14 cm^-2
Mean depth: 100.0 nm
Depth standard deviation: 35.0 nm
Lateral standard deviation sigma: 30.0 nm
Open-area concentration at mean depth: 1.1398e+19 cm^-3
Edge concentration at mean depth: 5.6992e+18 cm^-3
Same edge concentration: 5.6992e-03 nm^-3
Profile at mean depth: x (nm), C/C_open, C (cm^-3)
   -90.0  0.00135  1.5387e+16
   -60.0  0.02275  2.5931e+17
   -30.0  0.15866  1.8084e+18
     0.0  0.50000  5.6992e+18
    30.0  0.84134  9.5899e+18
    60.0  0.97725  1.1139e+19
    90.0  0.99865  1.1383e+19
Largest quadrature-formula difference: 8.9e-16
Edge slope of C/C_open: 0.013298 nm^-1
10-90 percent width: 76.893 nm
Under-mask integral of C/C_open: 11.9683 nm
Window deficit of C/C_open: 11.9683 nm
Background concentration: 1.000e+17 cm^-3
Background contour position: -71.252 nm
Finite window: width (nm), edge C/C_open, center C/C_open
    30.0  0.34134  0.38292
    60.0  0.47725  0.68269
    90.0  0.49865  0.86639
   180.0  0.50000  0.99730
Heavy-tail response, edge C/C_open: 0.500000
Heavy-tail response at x = -3 sigma: 0.005201
Gaussian response at x = -3 sigma: 0.001350
Mean displacement towards window: 10.0 nm
Displaced response, edge C/C_open: 0.36944
Anneal D times t: 200.0 nm^2
Annealed lateral sigma: 36.056 nm
Annealed 10-90 percent width: 92.414 nm
Annealed edge C/C_open from diffusion grid: 0.500000
Annealed C/C_open at x = -60 nm, formula: 0.04805
Largest annealed grid-formula difference: 1.4e-04
```
